# Half-Quantum Hall Spikes from Symmetry Errors in Wannier Interpolation

## The decision: refine the mesh or repair the Hamiltonian

An interpolated Hall spectrum shows a narrow spike at the energy of a band crossing that symmetry should protect. One can refine the $k$ mesh, or repair the Wannier Hamiltonian. If the Hamiltonian has a small symmetry error, refinement leads to a well-converged wrong answer: a peak of about $e^2/2h$, however small the error. Before convergence, the same error can give a much larger spike or almost none.

The value $e^2/2h$ has conditions. The crossing must be a two-dimensional Dirac node that is not overtilted (at the node energy its Fermi surface is a single point), the error must open a gap there, the Fermi level must lie above the whole lower band and below the whole upper band of the cone (for a tilted cone this window is narrower than the direct gap at the node), the temperature must be small compared with that window, and every other gapped cone must lie far from the Fermi level compared with its own mass. The value is counted for one spinless pair of bands. Two spin copies gapped alike give twice as much. With spin-orbit coupling $(PT)^2=-1$, every band is doubly degenerate, and PT alone no longer protects a two-dimensional node, so the argument below does not apply. An isolated half also needs nodes at different energies, which for a pair at $\pm\mathbf K$ means that the intended Hamiltonian already breaks time reversal. Each contribution is isolated below and then compared with the others.

Hartree atomic units are used, with conductivity in $e^2/h$. For Bloch states $|u_n\rangle$ with Fermi occupations $f_n$,

$$\mathbf A_n=i\langle u_n|\nabla_k u_n\rangle,\quad \Omega_n=\partial_xA_{n,y}-\partial_yA_{n,x},\quad \sigma_{xy}=-\frac{1}{2\pi}\int d^2k\sum_n f_n\Omega_n .$$

This is the intrinsic contribution of independent electrons; disorder scattering is left out.

## What the symmetry forbids

Consider two spinless Wannier orbitals exchanged by inversion. Inversion times time reversal (PT) leaves $\mathbf k$ unchanged and acts as $\sigma_x$ times complex conjugation. Write

$$H=d_0+d_x\sigma_x+d_y\sigma_y+d_z\sigma_z .$$

Conjugation reverses the sign of the $\sigma_y$ term. Multiplication by $\sigma_x$ on both sides then reverses the signs of $\sigma_y$ and $\sigma_z$. Hence

$$\sigma_xH^*\sigma_x=d_0+d_x\sigma_x+d_y\sigma_y-d_z\sigma_z ,$$

and PT symmetry means $d_z(\mathbf k)=0$. A crossing requires only $d_x=d_y=0$, two equations for two momentum components, so isolated nodes survive small symmetric changes.

For the curvature, use the angles of $\mathbf d=|\mathbf d|(\sin\vartheta\cos\varphi,\sin\vartheta\sin\varphi,\cos\vartheta)$. The lower state is $u_-=(\sin\frac\vartheta2,-\cos\frac\vartheta2e^{i\varphi})$. The derivatives of its real amplitudes cancel by normalization, leaving

$$\mathbf A_-=i\left(i\cos^2\tfrac\vartheta2\right)\nabla\varphi=-\tfrac12(1+\cos\vartheta)\nabla\varphi .$$

With PT, $\cos\vartheta=0$ and $\mathbf A_-=-\frac12\nabla\varphi$. Its curl vanishes away from the nodes, but $\varphi$ changes by $\pm2\pi$ around a node, so the Berry phase is $\mp\pi$, equivalent to $\pi$. The symmetric crystal therefore has no intrinsic Hall response when $\mu$ is away from a node, yet each node carries a phase that a gap will turn into curvature.

## The contribution of one gapped cone

Let an error add a mass $m$ to an untilted cone at energy $E_D$:

$$\mathbf d=(\chi vq_x,\;vq_y,\;m),\qquad \varepsilon=\sqrt{m^2+v^2q^2},\qquad \chi=\pm1 .$$

Here $\mathbf q$ is measured from the node, the bands are $E_D\pm\varepsilon$, and the gap is $2|m|$. The angle $\varphi$ winds $\chi$ times, so $\nabla\varphi=\chi\hat{\boldsymbol\alpha}/q$, with $\hat{\boldsymbol\alpha}$ the azimuthal unit vector. Also $\cos\vartheta=m/\varepsilon$, whose gradient is $-(mv^2q/\varepsilon^3)\hat{\mathbf q}$. Taking the curl of $\mathbf A_-$,

$$\Omega_-=-\frac12\left(\nabla\cos\vartheta\times\nabla\varphi\right)_z=\frac{\chi mv^2}{2\varepsilon^3}.$$

The upper state $(\cos\frac\vartheta2,\sin\frac\vartheta2e^{i\varphi})$ has $\mathbf A_+=-\frac12(1-\cos\vartheta)\nabla\varphi$, and so the opposite curvature.

The flux of the lower band inside radius $q$ follows from $v^2q\,dq=\varepsilon\,d\varepsilon$:

$$F(\varepsilon)=2\pi\int_0^q\frac{\chi mv^2}{2\varepsilon'^3}q'dq'
=\pi\chi m\int_{|m|}^{\varepsilon}\frac{d\varepsilon'}{\varepsilon'^2}
=\pi\chi m\left(\frac1{|m|}-\frac1\varepsilon\right).$$

Set $\nu=\mu-E_D$.

- In the gap, the lower band is full. Its flux is $\pi\chi\,\mathrm{sgn}(m)$.
- For $\nu>|m|$, the upper band is filled up to $\varepsilon=\nu$ and subtracts $F(\nu)$, leaving $\pi\chi m/\nu$.
- For $\nu<-|m|$, only lower states with $\varepsilon>|\nu|$ are filled, leaving $\pi\chi m/|\nu|$.

Multiplication by $-1/2\pi$ gives

$$\sigma_{xy}=\begin{cases}-\dfrac{\chi}{2}\,\mathrm{sgn}(m), & |\nu|<|m|,\\[2mm]-\dfrac{\chi m}{2|\nu|}, & |\nu|>|m|.\end{cases}$$

The height is independent of $|m|$ because the peak curvature grows as $v^2/2m^2$ while the area it occupies shrinks as $m^2/v^2$. Two limits must be kept apart. At fixed $\nu\ne0$, the response vanishes linearly with $m$. At $\nu=0$, it stays at one half for every nonzero $m$.

The spike also loses its weight in energy. For a window $|\nu|<W$ with $W>|m|$,

$$\int_{-W}^{W}|\sigma_{xy}|d\nu=2\left[\frac{|m|}{2}+\frac{|m|}{2}\int_{|m|}^{W}\frac{d\nu}{\nu}\right]=|m|\left(1+\ln\frac W{|m|}\right),$$

which tends to zero with $m$. A small error thus makes a narrow feature of fixed height, and a coarse grid of Fermi levels can step over it.

## A lattice on which one half can appear alone

The second cone matters. Take a honeycomb lattice with constant $a=5$ bohr, neighbour hopping $t=0.1$ Ha, and

$$H_{AB}=-t\sum_{j=1}^3e^{i\mathbf k\cdot\mathbf d_j},\qquad d_0=-\frac{2\Delta}{3\sqrt3}\sum_{i=1}^3\sin\mathbf k\cdot\mathbf b_i .$$

The vectors are $\mathbf d_1=a(0,1/\sqrt3)$, $\mathbf d_{2,3}=a(\mp\frac12,-1/2\sqrt3)$, $\mathbf b_1=a(1,0)$ and $\mathbf b_{2,3}=a(-\frac12,\pm\sqrt3/2)$. At $\mathbf K=(4\pi/3a,0)$ the three phases in $H_{AB}$ are $1,e^{-2\pi i/3},e^{2\pi i/3}$, which sum to zero. To first order in $\mathbf q$,

$$H_{AB}(\mathbf K+\mathbf q)=-it\sum_j\mathbf q\cdot\mathbf d_j\,e^{i\mathbf K\cdot\mathbf d_j}
=-t\frac{\sqrt3a}{2}(-q_x+iq_y)=v(q_x-iq_y),$$

with $v=\sqrt3ta/2=0.433$. Since $H_{AB}=d_x-id_y$, this is $\chi=+1$. The relation $H_{AB}(-\mathbf k)=H_{AB}(\mathbf k)^*$ gives $-v(q_x+iq_y)$ near $-\mathbf K$, hence $\chi=-1$.

At $\mathbf K$ each sine in $d_0$ equals $-\sqrt3/2$, so $d_0(\mathbf K)=\Delta$; at $-\mathbf K$ it is $-\Delta$. Every cosine there is $-\frac12$, and $\sum_i\mathbf b_i=0$, so $d_0$ has no linear term and the cones are not tilted. The choice $\Delta=0.02$ Ha separates the nodes by 0.04 Ha. This term respects PT, but being odd in $\mathbf k$ it breaks time reversal.

Now add the numerical error $\delta\sigma_z$ with $\delta>0$. Both masses equal $\delta$, but the chiralities differ. With $\mu$ at the upper node,

$$\sigma_{xy}(\Delta)\simeq-\frac12+\frac{\delta}{2(2\Delta)}=-\frac12+\frac{\delta}{4\Delta}.$$

The second term is the tail of the other cone. For $\delta=10^{-4}$ Ha it is $10^{-4}/0.08=0.00125$, giving $-0.49875$; integration over the whole zone gives $-0.49872$. At the lower node the sign reverses. Reducing $\delta$ to $10^{-6}$ Ha gives $-0.49999$: the spike has become a hundred times narrower and has not become lower. One half is $1.937\times10^{-5}$ S.

At 0.005 Ha above the upper node the same reduction of $\delta$ takes the response from $-0.00882$ to $-0.000088$, the linear decrease expected of the tail.

The isolated half does not violate integer quantization, which applies when $\mu$ lies in a gap of the whole crystal. Here the other valley is metallic.

## When the other cone changes the verdict

Time reversal makes the energies even and the curvature odd in $\mathbf k$. The Hall integral then cancels pair by pair at every Fermi level. If $\Delta=0$ and the error is $\delta\sigma_z$, both symmetric model and error respect time reversal: the two halves occur at the same energy and cancel. The calculation gives zero to the printed precision.

An error can break time reversal itself. A Haldane-type error has $d_z(-\mathbf k)=-d_z(\mathbf k)$, so chirality and mass both change sign between the nodes and their product does not. With $\Delta=0$ and mass $+10^{-4}$ Ha at $\mathbf K$, the halves add and the result is $-1.00000$. The rule for this model is therefore to add $-\frac12\chi\,\mathrm{sgn}(m)$ for every cone gapped at $\mu$, then the tails of the others.

## Which part of a general error matters

An error $\delta H(\mathbf k)$ has four components. Its $d_0$ part shifts the node energy. Its $d_x$ and $d_y$ parts are compensated by a momentum shift of order $|\delta H|/v$. To first order the mass is therefore the remaining component at the original node,

$$m=\frac12\mathrm{Tr}\left[\sigma_z\,\delta H(\mathbf K)\right].$$

Evaluating $d_z$ at the displaced node changes this at second order, because both the shift and $d_z$ are already first order.

A test with uneven errors in individual on-site and hopping elements predicts masses of $3.768\times10^{-5}$ Ha at $\mathbf K$ and $7.232\times10^{-5}$ Ha at $-\mathbf K$. The half gaps found by minimization are $3.767\times10^{-5}$ and $7.232\times10^{-5}$ Ha. (The "largest entry" in the numerical output is an on-site amplitude before its Hermitian conjugate is added; the on-site energy error is twice that, $10^{-4}$ Ha.)

Half the sum of the masses, $5.50\times10^{-5}$ Ha, is the part even in $\mathbf k$. Half their difference, $1.73\times10^{-5}$ Ha, is the odd part, which breaks time reversal. The two spikes are $-0.4991$ and $+0.4995$: unequal masses give different widths, but nearly equal heights. This holds because the nodes are far apart in energy. With $\Delta=0$ the same error puts the nodes at $0.32\times10^{-4}$ Ha ($\mathbf K$) and $-0.02\times10^{-4}$ Ha ($-\mathbf K$). The halves cancel where both gaps contain $\mu$. At the lower edge of the wider gap, $\mu\simeq-0.75\times10^{-4}$ Ha, the rule gives $\frac12-0.377/(2\cdot1.07)\simeq0.32$, a height that depends on the details of the error.

## Temperature suppresses the spike

At temperature $T$ the zero-temperature curve is averaged with weight $\mathrm{sech}^2(\nu/2k_BT)/(4k_BT)$. Put $\mu$ at the node and take $m>0$. Both signs of $\nu$ contribute equally, and with $x=\nu/2k_BT$,

$$|\sigma_{xy}|=\int_0^m\frac{\mathrm{sech}^2(\nu/2k_BT)}{4k_BT}d\nu+\frac{m}{4k_BT}\int_{m/2k_BT}^{\infty}\frac{\mathrm{sech}^2x}{x}dx .$$

For $m\ll k_BT$, the first integral is $m/4k_BT$. Integrating the second by parts, with $\mathrm{sech}^2x\simeq1$ at the lower limit, gives $\ln(2k_BT/m)+c$, where

$$c=\int_0^\infty2\tanh x\,\mathrm{sech}^2x\,\ln x\,dx=-0.2095 .$$

Therefore

$$|\sigma_{xy}|\simeq\frac{m}{4k_BT}\left[1+\ln\frac{2k_BT}{m}+c\right].$$

For $m=10^{-5}$ Ha and $k_BT=10^{-3}$ Ha, this is $0.0025(1+5.298-0.210)=0.0152$. Including the other cone's tail gives $-0.01510$, against $-0.01509$ from the lattice. "However small" thus ends when the gap falls below the thermal width.

## A fixed mesh produces a different artefact

Let a uniform $N\times N$ mesh include $\mathbf k=0$, and let $\mu$ lie in the gap at $\mathbf K$. For $m>0$ define $\kappa=m/v$, so that the cone's curvature is

$$\Omega_-=\frac\chi2P,\qquad P(\mathbf q)=\frac{\kappa}{(q^2+\kappa^2)^{3/2}}=-\frac{\partial}{\partial\kappa}\frac1{\sqrt{q^2+\kappa^2}} .$$

As a function of the three coordinates $(q_x,q_y,\kappa)$, $P$ is a derivative of the inverse distance and satisfies Laplace's equation for $\kappa>0$. Its Fourier transform over $\mathbf q$ at position $\boldsymbol\rho$ obeys $\partial_\kappa^2\hat P=\rho^2\hat P$. The decaying solution is proportional to $e^{-\kappa\rho}$. As $\kappa\to0$, $P$ concentrates at $\mathbf q=0$ with integral $2\pi$, which fixes $\hat P=2\pi e^{-\kappa\rho}$.

Poisson summation turns the mesh sum into a sum over lattice vectors $\mathbf R$, with the transform evaluated at $N\mathbf R$ and a phase from the node position. Pairing $\pm\mathbf R$ gives

$$\sigma_{\rm mesh}=-\frac\chi2\sum_{\mathbf R}\cos(N\mathbf K\cdot\mathbf R)\,e^{-mN|\mathbf R|/v}.$$

This treats the cone as extending over the whole momentum plane. The $\mathbf R=0$ term is the converged half; the rest is the mesh error of this cone, negligible when $Nam/v\gg1$. Sampling the Fermi surface of the metallic valley adds a separate error that does not follow this exponential law. For $N\approx300$ it stays below $10^{-3}$, much smaller than the cone error for $m\le10^{-3}$ Ha. Once $Nam/v\gg1$ it is the error that remains: at $m=5\times10^{-3}$ Ha the cone term is about $10^{-7}$, while the meshes still deviate by up to $2\times10^{-4}$.

If $N$ is a multiple of three, the mesh contains $\mathbf K$ and every cosine is one. When $Nam/v\ll1$, the sum becomes an integral over $\mathbf R$, with cell area $A_c=\sqrt3a^2/2$:

$$|\sigma_{\rm mesh}|\simeq\frac1{2A_c}\int d^2R\,e^{-mNR/v}=\frac{\pi v^2}{A_cN^2m^2}.$$

This is also the peak curvature times the momentum area of one mesh point, divided by $2\pi$. For $N=300$ and $m=10^{-4}$ Ha it is 30.23; the full mesh result is $-30.26$. Reducing the mass tenfold gives about $-3023$. These are sampling errors, not large Hall responses.

The mesh with $N=301$ misses the node. Its nearest points, three at equal distance, stay at finite $q$, where $\Omega_-\simeq\chi m/(2vq^3)$ for sufficiently small $m$. The result is then linear in $m$: $-0.0743$ at $10^{-4}$ Ha and $-0.0075$ at $10^{-5}$ Ha. A change from 300 to 301 points per direction can thus turn a giant spike into an apparently harmless background.

At $m=10^{-4}$ Ha, the condition $Nam/v=5$ requires $N=4331$. If a mesh of about this size hits the node, as $N=4332$ does, the six nearest lattice vectors still add $\frac12\cdot6e^{-5}\simeq0.02$. Adaptive refinement near the node is the natural way to resolve this scale.

## Weighing the contributions

For $\delta=10^{-4}$ Ha (2.72 meV), $\mu$ at the upper node and $T=0$, the sizes are:

| Contribution or calculation | $\sigma_{xy}$ ($e^2/h$) |
|---|---:|
| PT-symmetric limit, $\mu$ away from nodes | 0 |
| Gapped cone | $-0.5$ |
| Tail of the other cone | $+0.00125$ |
| Converged total | $-0.4987$ |
| Mesh with $N=300$ | $-30.26$ |
| Mesh with $N=301$ | $-0.0743$ |

The order of decisions follows. First inspect $d_z$ at the node, or the minimum gap in its neighbourhood, since neither requires a converged Hall integral. The gap at the original symmetry point alone is not enough: it can be nonzero merely because the node has moved. If the symmetry belongs to the intended Hamiltonian, replace

$$H\longrightarrow\frac12\left(H+\sigma_xH^*\sigma_x\right).$$

By the sign calculation above, this removes $d_z$ and retains $d_0,d_x,d_y$. The node may remain displaced, but it is no longer gapped. In the uneven-error case both repaired gaps are below $10^{-8}$ Ha, and the largest curvature among the sampled points falls from 6.45 bohr$^2$ to rounding level.

This repair is wrong if a real perturbation breaks PT, because it would erase a physical gap and its Hall response. It also concerns only the Hamiltonian. The model has diagonal Wannier position matrices; in a calculation with off-diagonal position elements, those must obey the symmetry too. Mesh refinement comes after these checks, since it can remove the sampling error but not the mass.

## Calculated quantities

```
lattice constant 5.0 bohr; hopping 0.10 Ha
node energies +/- 0.020 Ha; velocity 0.43301 a.u.
clean model: largest |curvature| 1.3e-12 bohr^2
clean model: loop phase around K / pi = 1.000000
e^2/h = 3.874046e-05 S; e^2/2h = 1.937023e-05 S
error delta (Ha) | sigma at K node | at -K node | 0.005 Ha above K
  5e-03 | -0.43587 | +0.43587 | -0.442748
  1e-03 | -0.48716 | +0.48716 | -0.088221
  1e-04 | -0.49872 | +0.49872 | -0.008822
  1e-05 | -0.49987 | +0.49987 | -0.000882
  1e-06 | -0.49999 | +0.49999 | -0.000088
delta = 1e-04 Ha = 2.7211 meV; line shape:
(mu - E_K)/delta | lattice | cone formula plus other-cone tail
   -5.0 | -0.09876 | -0.09873
   -2.0 | -0.24859 | -0.24874
   -0.5 | -0.49871 | -0.49875
   +0.5 | -0.49872 | -0.49875
   +2.0 | -0.24861 | -0.24876
   +5.0 | -0.09879 | -0.09877
  +20.0 | -0.02375 | -0.02381
integral of sigma over mu within +/- 0.01 Ha of the K node:
  delta 1e-03 Ha: lattice -3.0404e-03, formula -3.0472e-03 Ha
  delta 1e-04 Ha: lattice -5.3430e-04, formula -5.3498e-04 Ha
  delta 1e-05 Ha: lattice -7.6456e-05, formula -7.6523e-05 Ha
thermal constant c = -0.20951
kT 1e-03 Ha, delta 1e-05 Ha: lattice -0.01509
  one-cone formula -0.01522, with tail -0.01510
uniform mesh N | delta (Ha) | N a delta/v | mesh sigma | Poisson
  300 | 5e-03 | 17.3205 | -0.43590 | -0.43587
  300 | 1e-03 | 3.4641 | -0.59224 | -0.59221
  300 | 1e-04 | 0.3464 | -30.26494 | -30.26472
  300 | 1e-05 | 0.0346 | -3023.00244 | not evaluated
  301 | 5e-03 | 17.3782 | -0.43568 | -0.43587
  301 | 1e-03 | 3.4756 | -0.44578 | -0.44639
  301 | 1e-04 | 0.3476 | -0.07433 | -0.07459
  301 | 1e-05 | 0.0348 | -0.00749 | not evaluated
  single-point estimate, N=300, delta 1e-04 Ha: -30.230
  single-point estimate, N=300, delta 1e-05 Ha: -3022.999
N giving N a delta/v = 5 at delta 1e-04 Ha: 4331
equal node energies, sublattice error: |sigma| = 0.0e+00
equal node energies, Haldane-type error: sigma = -1.00000
uneven errors, largest entry 5.0e-05 Ha
  K: predicted mass 3.7679e-05 Ha, half gap 3.7668e-05 Ha
  K: sigma -0.49908; repaired gap < 1e-8 Ha: True
  -K: predicted mass 7.2321e-05 Ha, half gap 7.2317e-05 Ha
  -K: sigma +0.49950; repaired gap < 1e-8 Ha: True
largest sampled |curvature|: with errors 6.45e+00, repaired 2.8e-13 bohr^2
```
